# Step pairing when alternate steps reflect adatoms

## Problem

A vicinal crystal surface descends towards \(+x\) in straight, parallel steps, each one atomic layer high. Two kinds of step alternate. An R step reflects every adatom that reaches it, from the upper or the lower terrace. An A step absorbs adatoms from both terraces and holds the adatom coverage beside it at the equilibrium value \(n_{\rm eq}\). All terraces start with width \(L\). From \(t=0\) a beam deposits \(F\) monolayers per second. Adatoms diffuse with diffusivity \(D\); they do not evaporate, form islands or cross an R step.

The adatom coverage \(n\) is counted per surface site, and \(\theta=Ft\) is the deposited coverage in monolayers (ML). With these units a diffusion flux \(D\,|dn/dx|\) is a velocity: it is the speed at which a step advances if it incorporates that flux.

(a) Find the steady adatom profile on a terrace of width \(l\) and the flux into each of its two steps.

(b) Find the velocities of both kinds of step. Which neighbours meet, and at what coverage?

(c) The adatoms still on the terraces have not joined a step. By how much do they shift the answer to (b), to leading order in \(FL^2/D\)?

(d) Evaluate the results for Si(001) with a miscut of 1.5°, at 800 K and 0.01 ML/s, and estimate how many islands form.

## Hints

1. Every terrace has one R edge and one A edge. Measure distance from the R edge, where the slope of \(n\) vanishes.
2. Ask where each deposited atom must end up. The velocities then follow without the value of \(D\).
3. Call the terrace on the downhill side of an A step its front terrace and the one on the uphill side its back terrace. Write the rate of change of the front width.
4. For (c), balance atoms between the start and the moment of contact. One of the two terraces has then disappeared.

## Solution

### (a) One terrace

Let \(s\) run from the R edge at \(s=0\) to the A edge at \(s=l\). If the width changes little during the diffusion time \(l^2/D\), the profile is steady at each instant:
\[
D\,n''+F=0,\qquad n'(0)=0,\qquad n(l)=n_{\rm eq}.
\]
One integration with the condition at R gives \(n'=-Fs/D\). A second, with the condition at A, gives
\[
n(s)=n_{\rm eq}+\frac{F}{2D}\,(l^2-s^2).
\]
The flux towards A is \(-D\,n'(l)=Fl\), and the flux into R is zero. The A step thus receives everything that lands on the terrace. A smaller \(D\) raises the adatom coverage but leaves this flux unchanged.

### (b) The train of steps

Let \(l_f\) and \(l_b\) be the front and back widths of an A step. It collects from both, so
\[
v_A=F(l_f+l_b),\qquad v_R=0 .
\]
The moving A step also sweeps over a coverage \(n_{\rm eq}\) in front and leaves \(n_{\rm eq}\) behind. These two contributions cancel and add nothing to \(v_A\).

Growth moves a step downhill, towards \(+x\). The front terrace ends at the next R step, which stands still, and therefore
\[
\frac{dl_f}{dt}=v_R-v_A=-F(l_f+l_b),\qquad
\frac{dl_b}{dt}=v_A-v_R=+F(l_f+l_b).
\]
The sum \(l_f+l_b\) is the distance between two fixed R steps and keeps its initial value \(2L\). Hence \(v_A=2LF\), and
\[
l_f=L-2LFt=L(1-2\theta),\qquad l_b=L(1+2\theta).
\]
The front width vanishes at
\[
\boxed{\theta=\tfrac12,\qquad t=\frac{1}{2F}.}
\]
Each A step meets the R step on its downhill side after half a monolayer, and all pairs close together. The surface then consists of double-height steps separated by terraces of width \(2L\).

The factor one half can be read from the volume of the deposit. In one period of length \(2L\), the A step must fill a strip of width \(L\), one layer high, to reach the R step. The beam supplies \(2L\theta\), so \(\theta=L/(2L)\).

The model stops at contact. If the A step continued to advance it would overhang the R step, so further growth needs a new rule for how the double step captures adatoms.

### (c) Atoms still on the terraces

Integrating the excess coverage over a terrace gives the number of stored atoms, in the same units of length:
\[
\int_0^l (n-n_{\rm eq})\,ds=\frac{F}{2D}\left(l^3-\frac{l^3}{3}\right)=\frac{Fl^3}{3D}.
\]
Let the surface start with \(n=n_{\rm eq}\) everywhere, and let the diffusivities towards the steps be \(D_f\) on the front terrace and \(D_b\) on the back one. The background \(n_{\rm eq}\) occupies a total width \(2L\) throughout and drops out of the balance. At contact the front terrace is gone and the back terrace has width \(2L\). Everything deposited is either in the filled strip or stored on the back terrace:
\[
2L\theta=L+\frac{F(2L)^3}{3D_b}
\quad\Longrightarrow\quad
\theta=\frac12+\frac{4FL^2}{3D_b}.
\]
The steady profile was used for the stored amount, so this is the leading correction for small \(FL^2/D\). The diffusivity \(D_f\) is absent because atoms once stored on the front terrace have joined the A step by then. If \(FL^2/D\) is not small, the profile lags behind the moving step and the time-dependent diffusion equation is needed.

### (d) Numbers for Si(001)

On this surface, with the miscut towards a \(\langle110\rangle\) direction, single-height steps do alternate in kind. The rows of surface dimers turn by 90° from one terrace to the next, and adatoms diffuse faster along the rows than across them. Steps whose upper terrace has rows parallel to the edge are called S\(_A\); those whose upper terrace has rows perpendicular to it are called S\(_B\). Here S\(_B\) is idealized as the absorbing step A, and S\(_A\) as the reflecting step R. The back terrace is the upper terrace of S\(_B\), so diffusion towards the steps is fast there. On the front terrace it is slow.

The lattice constant 0.543 nm gives a step height of 0.1358 nm, a surface lattice constant \(a=0.384\) nm and a site area \(\Omega=a^2=0.147\ \mathrm{nm^2}\). The terrace width is
\[
L=\frac{0.1358\ \mathrm{nm}}{\tan 1.5^\circ}=5.18\ \mathrm{nm}.
\]
As rough values, take diffusion barriers of 0.67 eV (fast) and 1.0 eV (slow) with a common prefactor of \(10^{11}\ \mathrm{nm^2/s}\). At 800 K, \(k_BT=0.0689\) eV, so
\[
D_b=10^{11}e^{-0.67/0.0689}\approx6.0\times10^{6}\ \mathrm{nm^2/s},\qquad
D_f\approx5.0\times10^{4}\ \mathrm{nm^2/s}.
\]
The A steps move at \(2LF=2(5.18)(0.01)=0.104\) nm/s and make contact after \(1/(2\times0.01)=50\) s. Halfway, at 25 s, the front and back terraces are 2.6 nm and 7.8 nm wide. The double steps end up 10.4 nm apart.

The storage correction is \(4FL^2/(3D_b)\approx6\times10^{-8}\) ML. With the slow diffusivity on the back terrace it would still be only \(7\times10^{-6}\) ML. The steady-state treatment is therefore safe for these parameters.

**Islands.** Suppose that two adatoms which meet form a stable island. Take the meetings to occur at the mean-field rate \(\sigma\bar D n^2/\Omega\) per site, with an assumed capture number \(\sigma=3\) and a mean diffusivity \(\bar D=\sqrt{D_fD_b}\). On terraces only about a dozen sites wide, with such unequal diffusivities, this gives no more than the order of magnitude. Take first the excess coverage alone. Along a stretch \(L\) of step, the front terrace has \(L\,ds/\Omega\) sites in the strip \(ds\). We need
\[
\int_0^l(l^2-s^2)^2ds=\frac{8l^5}{15},\qquad
\int l_f^5\,dt=\frac{1}{2LF}\int_0^L l^5\,dl=\frac{L^5}{12F},
\]
and obtain
\[
N_f=\frac{\sigma\bar D L}{\Omega^2}\,\frac{F^2}{4D_f^2}\,\frac{8}{15}\,\frac{L^5}{12F}
=\frac{\sigma\bar D F L^6}{90\,\Omega^2D_f^2}\approx0.065 .
\]
Meetings between excess and equilibrium adatoms add a term \(2n_{\rm eq}(n-n_{\rm eq})\) to the squared excess. Meetings among equilibrium adatoms are left out: without a beam, pairs dissolve as often as they form, so these meetings create no lasting islands. The same two integrations, now with \(Fl^3/(3D_f)\) and \(\int l_f^3dt=L^3/(8F)\), multiply \(N_f\) by \(1+7.5\,n_{\rm eq}D_f/(FL^2)\). An assumed adatom formation energy of 1.0 eV gives \(n_{\rm eq}=e^{-1.0/0.0689}\approx5.0\times10^{-7}\), while \(FL^2/D_f\approx5.4\times10^{-6}\). The factor is 1.7 and the count rises to about 0.11, or roughly one island per ten to twenty terrace widths along the step. The range allows for the capture number: the random walk of two adatoms on this narrow, anisotropic terrace gives 0.05 to 0.07, depending on whether they must share a site or only touch, so \(\sigma=3\) is about twice too large here. This count depends strongly on the assumed formation energy. With 0.8 eV it would be about 0.9, but the meetings left out would then outnumber those counted. Treating some pairs as stable and others as dissolving is no longer a reliable approximation in that case.

The same integrals for the back terrace, with \(D_b\) and a width growing from \(L\) to \(2L\), add only about 0.006, because diffusion towards the step is fast there. Meetings among equilibrium adatoms are again left out. If their pairs were stable too, they would add \((\sigma\bar D L\,n_{\rm eq}^2/\Omega^2)\,(3L/4F)\approx0.04\), more than the meetings counted, so the small figure rests on the assumption that those pairs dissolve.

The islands on the front terrace lie in the layer that the A step is filling. As long as nothing nucleates on top of them, they use atoms that this layer needs anyway, and the filled strip still requires half a monolayer. On a wider terrace the count grows steeply, as \(L^6\) in the first term, and the picture of pure step flow fails.

**Evaporation.** The mean time an excess adatom spends on a terrace is the stored number divided by the supply, \((Fl^3/3D)/(Fl)=l^2/(3D)\). With an assumed desorption barrier of 3 eV and an attempt rate of \(10^{13}\ \mathrm{s^{-1}}\), at most about \(2\times10^{-10}\) of the deposited atoms desorb before reaching a step. The equilibrium adatoms desorb too. Relative to the flux they add \(6\times10^{-11}\) for a formation energy of 1.0 eV and about \(10^{-9}\) for 0.8 eV, which is still negligible.

## Variation 1: unequal terraces

**Question.** The terraces start with different widths. When does the first pair form?

**Solution.** The equations in (b) hold for each A step separately, because the R steps on either side of it stand still and pass no atoms. With \(W=l_f(0)+l_b(0)\),
\[
l_f=l_f(0)-W\theta,\qquad \theta_{\rm contact}=\frac{l_f(0)}{W}.
\]
The first contact occurs where this fraction is smallest. For three A steps with front widths 0.9, 1.2, 0.7 and back widths 1.1, 0.7, 1.3, in any common unit, the fractions are 0.45, 0.63 and 0.35. The third step pairs first, at 0.35 ML. The other two values hold only while the R steps on either side of those A steps stay at rest. A double step that takes up adatoms from its upper terrace advances and narrows the terrace below it, which delays the next contact there.

Differences in the fraction \(l_f(0)/W\) therefore spread the contacts over a range of coverage; terraces of unequal width but equal fraction still pair together. A fraction \(l_f(0)/W\) above 0.5 means that the A step started nearer to the R step behind it than to the one ahead.

## Variation 2: imperfect reflection

**Question.** Let an R step absorb weakly, with attachment velocity \(k\) on each side, and let \(\varepsilon=kL/D\) have the same value on both terraces. All terraces start equal. Does pairing survive?

**Solution.** Put \(m=n-n_{\rm eq}\). The condition at R becomes \(D\,m'(0)=k\,m(0)\), so
\[
m(s)=m(0)\left(1+\frac{ks}{D}\right)-\frac{Fs^2}{2D}.
\]
With \(\kappa=kl/D\), the condition \(m(l)=0\) gives \(m(0)=Fl^2/[2D(1+\kappa)]\). The R edge receives
\[
k\,m(0)=Fl\,\frac{\kappa}{2(1+\kappa)},
\]
and the A edge receives the rest of \(Fl\). The difference, A minus R, is
\[
Fl\left[1-\frac{\kappa}{1+\kappa}\right]=\frac{Fl}{1+\kappa}.
\]
In a periodic train each R step also borders one front and one back terrace, so \(v_A-v_R\) is the sum of this difference over the two. Write \(l_f=L(1-u)\) and \(l_b=L(1+u)\), with \(u=0\) at the start and \(u=1\) at contact. Then \(L\,du/dt=v_A-v_R\), or
\[
\frac{du}{d\theta}=\frac{1-u}{1+\varepsilon(1-u)}+\frac{1+u}{1+\varepsilon(1+u)}
=\frac{2\,[1+\varepsilon-\varepsilon u^2]}{(1+\varepsilon)^2-\varepsilon^2u^2}.
\]
The right side is positive for every finite \(\varepsilon\), so the steps still pair. To integrate, split the numerator of \(d\theta/du\):
\[
(1+\varepsilon)^2-\varepsilon^2u^2=\varepsilon\,(1+\varepsilon-\varepsilon u^2)+(1+\varepsilon).
\]
This gives
\[
\theta=\frac12\left[\varepsilon+(1+\varepsilon)\int_0^1\frac{du}{1+\varepsilon-\varepsilon u^2}\right].
\]
The integral equals \(\operatorname{artanh}(z)/\sqrt{\varepsilon(1+\varepsilon)}\) with \(z=\sqrt{\varepsilon/(1+\varepsilon)}\). Since \(z/\sqrt{1-z^2}=\sqrt\varepsilon\), the inverse hyperbolic tangent is \(\operatorname{arsinh}\sqrt\varepsilon\), and
\[
\theta=\frac12\left[\varepsilon+\sqrt{\frac{1+\varepsilon}{\varepsilon}}\;\operatorname{arsinh}\sqrt{\varepsilon}\right].
\]
For small \(\varepsilon\), \(\operatorname{arsinh}\sqrt\varepsilon\approx\sqrt\varepsilon\,(1-\varepsilon/6)\) and \(\sqrt{1+\varepsilon}\approx1+\varepsilon/2\), so \(\theta\approx\frac12+\frac23\varepsilon\). For large \(\varepsilon\), \(\theta\approx\varepsilon/2\) grows without limit. When both kinds of step absorb perfectly they move at the same speed, and the pairing disappears.

**Comparison with real Si(001).** An S\(_A\) step is not a perfect mirror. Suppose attachment there needs an extra 0.40 eV, an assumed value, so that \(k=(D/a)\,e^{-0.40/0.0689}\) on each terrace. Then
\[
\varepsilon=\frac{5.18}{0.384}\,e^{-0.40/0.0689}\approx0.041,
\]
and, without step repulsion, contact moves from 0.50 to 0.53 ML, or from 50 to 53 s. A lower barrier would delay it more: 0.20 eV gives about 1 ML.

Leakage also lets step repulsion act. Let each A step and each R step at distance \(d\) repel with force \(\Lambda/d\) per unit length, the form expected when surface stress alternates between terraces. Summed over the periodic train, the force pushing A back is
\[
f=\Lambda\sum_{j=0}^{\infty}\left[\frac1{l_f+2Lj}-\frac1{l_b+2Lj}\right]=\frac{\pi\Lambda}{2L}\tan\frac{\pi u}{2}.
\]
Moving one atom from A to R releases an energy \(2\Omega f\): \(\Omega f\) at each step. For \(2\Omega f\ll k_BT\) this drives a current of about \(k\,n_{\rm eq}\,2\Omega f/(k_BT)\) across each terrace. Their sum \(J\) slows A and speeds up R, so the closing speed \(2LF\) falls by \(2J\), a fraction \(J/(LF)\). With \(\Lambda=0.1\) eV/nm, a rough value, the fraction is 6% when the front terrace is \(L/2\) wide and 25% when it is 0.77 nm, two surface lattice constants. At the latter width \(2\Omega f=0.038\) eV is already half of \(k_BT\), so the second figure is crude. Both fractions are proportional to \(n_{\rm eq}\) and therefore depend strongly on the assumed adatom formation energy. With 0.8 eV instead of 1.0 eV they would be 18 times larger, and the steps would stop approaching at a front width of about 2.7 nm instead of pairing. With 0.9 eV they would stop at about 0.8 nm. Even with 1.0 eV the formula halts them at about 0.2 nm, but that is less than one surface lattice constant, where a continuum force law no longer applies. The contact near half a monolayer thus applies to a real surface only if \(\varepsilon\) is small and this leakage current is also small compared with the growth flux. For perfect reflection \(k=0\) and this current vanishes.

The miscut matters too: at a few degrees, annealed Si(001) tends to form double-height steps even without growth, so the starting train of single steps belongs to smaller angles. Step meandering and the diffusion of adatom pairs are left out of all these estimates. The second omission is serious at 800 K. With reported values of about 0.35 eV for forming an ad-dimer and 1.1 eV for its hops, and the same prefactor, dimers cover about \(6\times10^{-3}\) of the sites. Their product \(n_{\rm eq}D\) is then some 24 times the adatom value used above, as if the formation energy were near 0.8 eV. With the same \(\Lambda\) and 0.40 eV barrier the steps would stop at a front width of 3 nm or more, and a pair would be a mobile carrier rather than a stable island. The island and leakage figures therefore illustrate the model and are not predictions for Si(001).

Numerical values quoted here were computed with a short program.
